# Length Dependence of Thermopower in Off-Resonant Molecular Tunnelling, part 2

How does the thermopower $S_N$ of a molecule of $N$ repeat units grow with $N$? Transport is elastic and coherent, $E_F$ lies in the gap at a position independent of $N$, $e>0$, and a prime on a function of energy means $d/dE$. A first derivation assumed the exponential law

$$\tau_N(E)=A(E)\,e^{-\beta(E)N} \tag{1}$$

for the transmission and expanded in temperature, giving

$$S_N=S_c+N\,c_T\,\beta'(E_F),\qquad c_T=\frac{\pi^2k_B^2T}{3e}. \tag{2}$$

It started from the thermal integral

$$S=-\frac{1}{eT}\,\frac{L_1}{L_0}, \tag{4}$$

with $L_n=\int(E-E_F)^n\,\tau_N(E)\,(-f')\,dE$ and $f$ the Fermi function. With $\tau_N=e^{\varphi}$, the relative thermal correction is

$$r_T=\pi^2(k_BT)^2\left[\frac{\varphi'^2}{15}+\frac{8\varphi''}{15}+\frac{7\varphi'''}{30\,\varphi'}\right],\qquad \varphi'\neq0. \tag{6}$$

A second derivation, begun without the exponential law, takes $\tau_N$ as a straight line over the few $k_BT$ that matter. Balancing the flows gives, at mean temperature $\bar T$,

$$S=-c_{\bar T}\,\varphi'(E_F). \tag{12}$$

The model chain has two sites per unit, zero site energies, hoppings $t_1$ inside and $t_2$ between units ($t_1>t_2>0$), and end self-energies $-i\Gamma/2$. Its Green function $G$ has $\tau_N=\Gamma^2|G_{1,2N}|^2$ and

$$G_{1,2N}=\frac{t_1^N t_2^{N-1}}{D_N}, \tag{7}$$

where $D_N=P_N+i\Gamma Q_N-\tfrac14\Gamma^2R_N$. Here $P_N$, $Q_N$, $R_N$ are the determinants of $E-H$ for the isolated chain with no, one and both end sites removed. In the gap, $\beta=2\kappa$ with $\kappa>0$,

$$\cosh\kappa=\frac{t_1^2+t_2^2-E^2}{2t_1t_2}, \tag{8}$$

$$\beta'(E)=-\frac{2E}{t_1t_2\sinh\kappa}, \tag{10}$$

and the part of $D_N$ growing as $e^{N\kappa}$ does not vanish.

The example has $t_1=3$ eV, $t_2=1.5$ eV, $\Gamma=0.5$ eV, $T=300$ K and band edges at $\mp1.5$ eV. Then $k_BT=0.02585$ eV and $c_T=7.33\ \mu$V/K per eV$^{-1}$. In the hole case, $E_F=-0.75$ eV, $\beta=1.206$ and the slope is $3.815\ \mu$V/K, both per unit.

### The thermopower as a sum over levels

The determinant $D_N$ is a polynomial in $E$ of degree $2N$ with leading coefficient 1. Its zeros $z_j$ are the complex levels of the chain coupled to the electrodes; the imaginary part of each is its broadening. Hence $D_N=\prod_j(E-z_j)$, and since the hoppings do not depend on energy,

$$\varphi(E)=\text{const}-2\sum_{j=1}^{2N}\ln|E-z_j| .$$

Differentiate, and insert the result into equation (12):

$$S_N=2c_T\sum_{j=1}^{2N}\mathrm{Re}\,\frac{1}{E_F-z_j}=2c_T\sum_{j=1}^{2N}\frac{E_F-\mathrm{Re}\,z_j}{|E_F-z_j|^2}. \tag{13}$$

At leading order in temperature this holds for every $N$, long or short, and for any chain with couplings between neighbours alone, energy-independent hoppings and energy-independent end self-energies. Each level below the Fermi energy adds a positive term, and each level above it adds a negative one. Off resonance the weight is roughly the inverse distance. That is a slow fall-off, so distant levels count too, and the sign of $S_N$ is decided by the balance of all levels.

### Why the sum grows linearly

The sum in equation (13) is the real part of the trace of the Green function, $\sum_j(E-z_j)^{-1}=\sum_nG_{nn}(E)$. Deep inside a long chain, $G_{nn}$ must approach its value in an infinite chain. To see how fast, compare the two Green functions with the source in cell $m$. Their difference obeys the equation without a source inside the finite chain. In the gap it is therefore a combination of two waves, one decaying from the left end and one from the right.

The infinite-chain wave that reaches the left end from cell $m$ has size $e^{-\kappa m}$. The reflected wave has the same factor, and it decays by another $e^{-\kappa m}$ on its way back. The correction to $G_{nn}$ in cell $m$ is thus proportional to $e^{-2\kappa m}$, with a reflection factor independent of $N$ apart from terms of order $e^{-2\kappa N}$. Summed over cells, these corrections form a convergent geometric series. The other end behaves in the same way.

The reflection factor would be infinite if a state bound to the end had energy $E$. The part of $D_N$ that grows as $e^{N\kappa}$ would then vanish, which the first derivation excluded for this chain. Therefore

$$\mathrm{Re}\sum_nG_{nn}=N\,g(E)+\text{const}+\text{terms that vanish exponentially with }N,$$

where $g$ is the trace per cell of the infinite chain. The constant, multiplied by $2c_T$, is $S_c$.

For the infinite chain, a Bloch wave with phase $q$ per cell sees the matrix

$$h_q=\begin{pmatrix}0&w\\w^*&0\end{pmatrix},\quad w=t_1+t_2e^{-iq},\quad |w|^2=t_1^2+t_2^2+2t_1t_2\cos q .$$

Its levels are $\pm|w|$, and the trace of $(E-h_q)^{-1}$ is $2E/(E^2-|w|^2)$. By the definition of $\kappa$, $E^2-|w|^2=-2t_1t_2(\cosh\kappa+\cos q)$. Hence

$$g(E)=-\frac{E}{t_1t_2}\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{1}{\cosh\kappa+\cos q}. \tag{14}$$

For the integral, put $v=e^{-\kappa+iq}$, so that $|v|<1$. Then

$$\mathrm{Re}\,\frac{1-v}{1+v}=\frac{1-|v|^2}{|1+v|^2}=\frac{1-e^{-2\kappa}}{1+e^{-2\kappa}+2e^{-\kappa}\cos q}=\frac{\sinh\kappa}{\cosh\kappa+\cos q}.$$

The left side also equals the real part of $1+2\sum_{n\ge1}(-v)^n$, whose average over $q$ is 1. The integral is therefore $1/\sinh\kappa$, and

$$2c_T\,g(E_F)=c_T\left(-\frac{2E_F}{t_1t_2\sinh\kappa}\right)=c_T\,\beta'(E_F).$$

This is the slope found before. Here it is a sum of pulls: each added cell brings one level to the occupied band and one to the empty band. For $E_F<0$ the occupied band is closer, its positive terms outweigh the negative ones, and in a long chain $S_N$ rises with every added cell. At $E_F=0$ the terms cancel in pairs.

For $E_F=+0.75$ eV the slope is $-3.815\ \mu$V/K per unit, and the thermopower at $N=10$ is $-38.1\ \mu$V/K, the mirror image of the hole case. The reason is a symmetry. $P_N$ and $R_N$ are even in $E$ and $Q_N$ is odd, so $|D_N|$ is even, $\tau_N(-E)=\tau_N(E)$, and $S$ changes sign with $E_F$.

### Contacts can reverse the sign of $S$

Attach one further orbital at each end, at energy 0.3 eV, with hopping 0.3 eV to the chain, and let these orbitals carry the self-energies $-i\Gamma/2$. Keep $E_F=-0.75$ eV and $T=300$ K. Equation (13) gains two terms. If the weak link is neglected in their complex levels, these are $0.3-0.25i$ eV, and together they contribute about

$$2\times2\times7.33\times\frac{-1.05}{1.05^2+0.25^2}\approx-26\ \mu\text{V/K}.$$

This does not grow with $N$, whereas the chain adds about $4\ \mu$V/K per unit. The full thermal integral gives $-21.1\ \mu$V/K at $N=2$, the first positive value at $N=8$, and $+26.8\ \mu$V/K at $N=14$. The slope taken from the transmission of long chains remains $3.815\ \mu$V/K per unit. In this example the sign of one value of $S$ would misidentify the carriers in the shorter molecules, while the sign of the slope does not. The slope is reliable only where equation (2) holds. Between short molecules, or where $\beta'$ is small, the terms it neglects can outweigh $c_T\beta'$. With the same contact orbitals and $E_F=-0.02$ eV, the thermal integral falls from $N=1$ to $N=4$ although $\beta'>0$. With contact orbitals at $-0.3$ eV, hopping 1 eV to the chain and $E_F=-0.6$ eV, it falls from $N=1$ to $N=3$.

### The nearest level need not decide

In the chain above, the maximum of $\beta$ lies at midgap, so the nearer band edge and the sign of the slope agree. This is a property of symmetric bands. Let the site orbitals overlap, with overlap matrix $1+\sigma h$, where $h$ is the old Hamiltonian matrix. For $|\sigma|(t_1+t_2)<1$ this matrix is positive, as an overlap matrix must be. The Green function is now the inverse of $E(1+\sigma h)-h$ plus the end terms, and

$$E(1+\sigma h)-h=(1-\sigma E)(x-h),\qquad x=\frac{E}{1-\sigma E}.$$

With the end terms included, the factor $1-\sigma E$ can still be taken out if $\Gamma$ is replaced by $\Gamma/(1-\sigma E)$. The transmission is that of the old chain at energy $x$ with this changed $\Gamma$, which affects the prefactor and not the decay. Therefore

$$\beta_\sigma(E)=\beta(x),\qquad \beta_\sigma'(E)=\frac{\beta'(x)}{(1-\sigma E)^2},$$

because $dx/dE=[(1-\sigma E)+\sigma E]/(1-\sigma E)^2$. The maximum of the decay constant stays at $E=0$, while each level moves from $x$ to $E=x/(1+\sigma x)$, and the midgap moves with the levels.

For $\sigma=-0.1$ eV$^{-1}$ and 40 units, the highest occupied level is at $-1.311$ eV and the lowest empty level at $1.776$ eV, with midgap at $0.233$ eV. Put $E_F$ at $0.1$ eV. The occupied level is nearer, at 1.41 eV against 1.68 eV. Yet $\beta_\sigma'=-0.058$ eV$^{-1}$, and the slope is $-0.42\ \mu$V/K per unit. Where equation (2) holds, the sign of the slope tells on which side of the maximum of $\beta$ the Fermi energy lies, and in that sense it identifies hole or electron tunnelling. It does not, in general, name the nearest level.

### The long-chain limit

The expansion in temperature leaves out carriers thermally excited to the band edge. Their weight is exponentially small in the energy to be supplied, but their transmission does not decay with length. With $E_v$ for the occupied edge and prefactors ignored, they match the tunnelling at $E_F$ when $\beta N\approx(E_F-E_v)/(k_BT)$, which gives

$$N\approx\frac{0.75}{0.02585\times1.206}\approx24 .$$

The thermopower leaves the straight line at shorter lengths already. Up to about $N=16$ the main cause is the thermal correction of equation (6), with a smaller part from higher orders in temperature. Near $N=20$ the carriers at the edge add visibly to the departure, although they still supply less than 1% of $L_0$, because in equation (4) each of them counts with an energy of about $-0.75$ eV, far larger in size than the average for the electrons tunnelling near $E_F$. Well beyond $N\approx24$, the average carrier energy lies within a few $k_BT$ of the edge, and the thermopower levels off near $(E_F-E_v)/(eT)=2500\ \mu$V/K. At $N=40$ the thermal integral gives $2627\ \mu$V/K, where the straight line would give $151\ \mu$V/K. The excess over 2500 is about $1.5\,k_B/e$, so the carriers lie on average $1.5\,k_BT$ below the edge. All this holds for coherent transport. In a real long molecule the electrons may hop incoherently instead, which this model does not describe.

### What each derivation assumes

Both derivations assume independent electrons in a mean field, elastic coherent transport, a level alignment that does not change with length, and a transmission that varies little within $k_BT$. They differ in what they need beyond that.

The first needs the exponential law. It does not ask where the law comes from, so it also covers overlapping orbitals, several coupling paths inside a repeat unit, and contacts with their own energy dependence, as long as one evanescent state dominates. It is silent about molecules too short for the law, and it leaves the sign of $\beta'$ to be found separately. Its expansion in moments also supplies the thermal correction, which the straight-line form of the second derivation cannot give.

The second needs a single path of neighbouring sites with energy-independent hoppings. If there are several paths, the numerator of the Green function depends on energy and has zeros of its own, which add terms to equation (13). Overlap does the same through the factor $1-\sigma E$ in every hopping. In return, the level sum holds for short chains and explains the sign as a balance of levels. The gap enters at one point: it makes the influence of the ends decay, and this makes the sum linear in $N$.

The two views meet in the decay constant itself. Per cell, the logarithm of the transmission in the level picture gives

$$\beta(E)=2\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\ln\big|E^2-|w|^2\big|-2\ln(t_1t_2).$$

Since $2(\cosh\kappa+\cos q)=e^{\kappa}|1+v|^2$, and $\ln|1+v|$ averages to zero over $q$ for $|v|<1$, the integral equals $\ln(t_1t_2)+\kappa$, and $\beta=2\kappa$ as before. Apart from the constant $-2\ln(t_1t_2)$, the decay constant is thus twice the sum, over the two bands, of the average logarithmic distance to their levels. Its energy derivative is twice the corresponding sum of average inverse distances, counted positive for levels below $E$ and negative for levels above it. This signed sum sets the slope of the thermopower.

The numerical output below lists the main values used here. The tests behind it compare the transmission with direct matrix inversion, the thermopower with a direct zero-current solution for a temperature difference of 1 K, and the decay constant, its derivative and the prefactor with the transmission of long chains.

## Computed values

```
t1, t2, gamma = 3.0, 1.5, 0.5 eV; T = 300 K
kB*T = 0.02585 eV; band edges at -/+ 1.50 eV
pi^2 kB^2 T/(3e) = 7.3290 uV/K per (1/eV)
hole side E_F = -0.75 eV: cosh(kappa) = 1.1875
  kappa = 0.6032, beta = 1.2064 per unit
  dbeta/dE = 0.5205 1/eV per unit
  dlnA/dE = 0.2553 1/eV, intercept S_c = -1.871 uV/K
  slope = 3.815 uV/K per unit
electron side E_F = 0.75 eV: slope = -3.815 uV/K per unit
N, S integral (hole), linear law (hole), S integral (electron), all uV/K
   2     5.987     5.758    -5.987
   4    13.611    13.387   -13.611
   6    21.551    21.017   -21.551
   8    29.697    28.646   -29.697
  10    38.076    36.275   -38.076
mean slope of integral, N=4 to 10, 300 K: 4.077 uV/K per unit
same at 100 K: 1.2794, law 1.2715 uV/K per unit
relative thermal correction for N=6: T, integral, formula
  100 K  0.268 %  0.267 %
  300 K  2.532 %  2.402 %
gateway orbitals at 0.3 eV, link 0.3 eV, hole side:
  S(N=2) = -21.069, S(N=14) = 26.783 uV/K
  first positive S at N = 8; slope from transmission = 3.815 uV/K per unit
overlap chain, sigma = -0.1 1/eV, N = 40: HOMO -1.311, LUMO 1.776 eV
  midgap 0.233 eV, maximum of beta at 0 eV, E_F = 0.1 eV
  distance to HOMO 1.411, to LUMO 1.676 eV
  dbeta/dE = -0.0577 1/eV, slope = -0.423 uV/K per unit
N = 40, hole side: S = 2627.4 uV/K, linear law 150.7 uV/K
  (E_F - E_edge)/(eT) = 2500.0 uV/K; kB/e = 86.17 uV/K
```
